# Variational Residual and Fubini-Study Error Bound in Time-Dependent Monte Carlo

## Definitions and conventions

Let \(\psi(x;\theta)\) be an unnormalized wave function on a finite set of configurations \(x\), depending holomorphically on complex parameters \(\theta_k\). We set \(\hbar=1\), take \(H\) Hermitian, and let inner products be antilinear in their first argument. Averages are taken over

\[
p(x)=\frac{|\psi(x)|^2}{\langle\psi|\psi\rangle},\qquad
\langle A\rangle=\sum_x p(x)A(x),\qquad \delta A=A-\langle A\rangle. \tag{1}
\]

The logarithmic derivatives and the local energy are

\[
O_k(x)=\frac{\partial_k\psi(x)}{\psi(x)},\qquad
E_{\rm loc}(x)=\frac{(H\psi)(x)}{\psi(x)}, \tag{2}
\]

and their covariances are

\[
S_{kl}=\langle \delta O_k^*\,\delta O_l\rangle,\qquad
F_k=\langle \delta O_k^*\,\delta E_{\rm loc}\rangle. \tag{3}
\]

We assume \(\psi(x)\neq0\) for every \(x\). At a zero of \(\psi\), both \(\partial_k\psi\) and \(H\psi\) may be nonzero, yet a sum weighted with \(p\) omits that configuration. The averages in (3) would then differ from the Hilbert-space inner products used below.

Write \(\hat\psi=\psi/\|\psi\|\), \(P=|\hat\psi\rangle\langle\hat\psi|\) and \(E=\langle\hat\psi|H|\hat\psi\rangle=\langle E_{\rm loc}\rangle\). Changes of norm and global phase lie along \(\hat\psi\) and have no physical content. Removing them leaves

\[
|t_k\rangle=(1-P)\frac{|\partial_k\psi\rangle}{\|\psi\|},\qquad
|\eta\rangle=(1-P)H|\hat\psi\rangle=(H-E)|\hat\psi\rangle. \tag{4}
\]

Since \(\langle\hat\psi|\partial_k\psi\rangle/\|\psi\|=\sum_x p\,O_k=\langle O_k\rangle\), the components are \(t_k(x)=\hat\psi(x)\,\delta O_k(x)\) and \(\eta(x)=\hat\psi(x)\,\delta E_{\rm loc}(x)\). Hence

\[
S_{kl}=\langle t_k|t_l\rangle,\qquad F_k=\langle t_k|\eta\rangle,\qquad
\mathrm{Var}\,H=\langle\eta|\eta\rangle=\langle|\delta E_{\rm loc}|^2\rangle. \tag{5}
\]

## The residual of the projected dynamics

If the parameters move with velocity \(\dot\theta_k=v_k\), the part of \(d\hat\psi/dt\) orthogonal to \(\hat\psi\) is \(\sum_k v_k|t_k\rangle\). The Schrödinger equation demands \(-i|\eta\rangle\). The difference is the residual vector

\[
|e(v)\rangle=\sum_k v_k|t_k\rangle+i|\eta\rangle,\qquad r^2(v)=\langle e(v)|e(v)\rangle. \tag{6}
\]

We expand the square. The first term with itself gives \(\sum_{kl}v_k^*S_{kl}v_l=v^\dagger Sv\). The cross term is \(\sum_k v_k^*\langle t_k|i\eta\rangle=i\,v^\dagger F\), accompanied by its complex conjugate. The last term with itself gives \((-i)(i)\langle\eta|\eta\rangle=\mathrm{Var}\,H\). Therefore

\[
r^2(v)=v^\dagger Sv+2\,\mathrm{Re}(i\,v^\dagger F)+\mathrm{Var}\,H. \tag{7}
\]

Let \(S\) be invertible and define \(w=-iS^{-1}F\), so that \(Sw=-iF\). Because \(S\) is Hermitian,

\[
\begin{aligned}
(v-w)^\dagger S(v-w)&=v^\dagger Sv-v^\dagger Sw-(v^\dagger Sw)^*+w^\dagger Sw\\
&=v^\dagger Sv+2\,\mathrm{Re}(i\,v^\dagger F)+F^\dagger S^{-1}F .
\end{aligned} \tag{8}
\]

The last term follows from \(w^\dagger=iF^\dagger S^{-1}\), which gives \(w^\dagger Sw=(iF^\dagger S^{-1})(-iF)=F^\dagger S^{-1}F\). Subtracting (8) from (7) yields

\[
r^2(v)=\mathrm{Var}\,H-F^\dagger S^{-1}F+(v-w)^\dagger S(v-w). \tag{9}
\]

The final term is non-negative and vanishes at \(v=w\). The projected equation of motion and its squared residual are thus

\[
\dot\theta=-iS^{-1}F,\qquad r^2=\mathrm{Var}\,H-F^\dagger S^{-1}F. \tag{10}
\]

Here \(F^\dagger\) is the conjugate transpose; this is the meaning of \(F^*\) when the result is written as \(F^*S^{-1}F\).

If \(S\) is singular and \(Su=0\), then \(\|\sum_k u_kt_k\|^2=u^\dagger Su=0\), and so \(u^\dagger F=\langle\sum_k u_kt_k|\eta\rangle=0\). Thus \(F\) is orthogonal to the null space of \(S\) and lies in its range. The derivation then holds with the pseudoinverse. The parameter velocity is no longer unique, but the velocity of the physical state is.

Equation (10) is Pythagoras' theorem. \(\mathrm{Var}\,H\) is the squared speed of the exact motion, and \(F^\dagger S^{-1}F\) is the part of it that the tangent space can follow. If \(\eta\) lies in the tangent space, \(r=0\). If \(F=0\), the variational state stands still and \(r^2=\mathrm{Var}\,H\), even though the exact state may be moving.

### Real displacements

Suppose the velocities \(v_k\) must be real. The imaginary part of \(S\) is antisymmetric and drops out of \(v^{T}Sv\), while \(2\,\mathrm{Re}(i\,v^{T}F)=-2v^{T}\mathrm{Im}F\). Equation (7) becomes

\[
r^2(v)=v^{T}(\mathrm{Re}S)v-2v^{T}\mathrm{Im}F+\mathrm{Var}\,H. \tag{11}
\]

Setting the gradient to zero gives \(v=(\mathrm{Re}S)^{-1}\mathrm{Im}F\), if \(\mathrm{Re}S\) is invertible, and

\[
r^2_{\rm real}=\mathrm{Var}\,H-(\mathrm{Im}F)^{T}(\mathrm{Re}S)^{-1}\mathrm{Im}F. \tag{12}
\]

This is a minimum over a smaller set of velocities, so it cannot lie below (10).

### Energy conservation does not measure the residual

For time-independent \(H\), the energy changes at the rate \(\dot E=2\,\mathrm{Re}\langle\sum_k v_kt_k|\eta\rangle=2\,\mathrm{Re}(v^\dagger F)\). For \(v=w\) this is \(2\,\mathrm{Re}(iF^\dagger S^{-1}F)=0\), because \(F^\dagger S^{-1}F\) is real. The dynamics (10) conserves energy whatever the value of \(r\). So does the non-optimal velocity \(v=-i(S+\epsilon)^{-1}F\) with real \(\epsilon>0\), because \(F^\dagger(S+\epsilon)^{-1}F\) is also real. A constant energy therefore checks the time stepping only; it shows neither that the velocity is optimal nor that the ansatz is adequate. The optimal real velocity behind (12) is different: it gives \(\dot E=2v^{T}\mathrm{Re}F\), which need not vanish.

## From the residual to a distance

Let \(|\phi(t)\rangle=e^{-iHt}|\phi_0\rangle\) be the normalized exact state. Its Fubini-Study distance from the variational state is

\[
d(t)=\arccos|\langle\phi(t)|\hat\psi(t)\rangle|,\qquad 0\le d\le\pi/2. \tag{13}
\]

In the frame that moves with the exact dynamics, the exact state is the fixed vector \(\phi_0\), and the variational state becomes \(|\chi\rangle=e^{iHt}|\hat\psi\rangle\). Differentiation gives

\[
|\dot\chi\rangle=e^{iHt}\left(\frac{d}{dt}|\hat\psi\rangle+iH|\hat\psi\rangle\right). \tag{14}
\]

The part of the bracket orthogonal to \(\hat\psi\) is \(|e(v)\rangle\) from (6). Since \(e^{iHt}\) is unitary, the part of \(\dot\chi\) orthogonal to \(\chi\) has norm \(r(v)\). The parallel part is removed by a phase: replace \(\chi\) by \(e^{i\gamma}\chi\) with \(\dot\gamma=i\langle\chi|\dot\chi\rangle\). This \(\dot\gamma\) is real, because constant norm makes \(\langle\chi|\dot\chi\rangle\) imaginary. Afterwards

\[
\langle\chi|\dot\chi\rangle=0,\qquad \|\dot\chi\|=r. \tag{15}
\]

For a time-dependent \(H(t)\), the same steps hold with \(e^{iHt}\) replaced by the inverse of the exact evolution operator.

Let \(a=\langle\phi_0|\chi\rangle\), so that \(|a|=\cos d\). Decompose \(|\phi_0\rangle=a^*|\chi\rangle+|\xi\rangle\) with \(\langle\chi|\xi\rangle=0\); then \(\|\xi\|^2=1-|a|^2=\sin^2d\). Using (15) and the Cauchy-Schwarz inequality,

\[
\dot a=a\langle\chi|\dot\chi\rangle+\langle\xi|\dot\chi\rangle=\langle\xi|\dot\chi\rangle,
\qquad |\dot a|\le r\sin d. \tag{16}
\]

For \(0<d<\pi/2\), differentiating \(|a|=\cos d\) gives \(-\sin d\,\dot d=\mathrm{Re}(a^*\dot a)/|a|\). The right side has magnitude at most \(|\dot a|\), so

\[
|\dot d|\le r. \tag{17}
\]

At \(d=0\) and \(d=\pi/2\) the distance need not be differentiable, and these points need a separate argument. Take \(d(t)>0\), since otherwise there is nothing to show. Let \(s\) be the last time before \(t\) at which \(d=0\), or \(s=0\) if there is none. In either case \(d(s)\le d(0)\). If \(d\) stays below \(\pi/2\) on \([s,t]\), integrating (17) from \(s\) to \(t\) gives \(d(t)\le d(s)+\int_s^t r\,dt'\). If \(d\) reaches \(\pi/2\), first at time \(u\), integration from \(s\) to \(u\) gives \(\pi/2\le d(s)+\int_s^u r\,dt'\), and \(d(t)\le\pi/2\) by definition. In all cases

\[
d(t)\le d(0)+B(t),\qquad B(t)=\int_0^t r(t')\,dt'. \tag{18}
\]

The integrand must be the residual of the velocity actually followed. It equals the minimal residual (10) when that velocity is optimal.

The inequality is close to an equality when the residual keeps carrying the state directly away from the exact one. Residuals that point in other directions, or that partly undo earlier errors, leave \(d\) below \(B\). Once \(d(0)+B\) exceeds \(\pi/2\), (18) says nothing beyond (13).

### Errors of observables

The difference \(D=|\hat\psi\rangle\langle\hat\psi|-|\phi\rangle\langle\phi|\) has rank at most two, zero trace, and \(\mathrm{Tr}D^2=2-2\cos^2d=2\sin^2d\). Its nonzero eigenvalues are therefore \(\pm\sin d\), with normalized eigenvectors \(u_\pm\). For an observable \(A\) with extreme eigenvalues \(a_{\min}\) and \(a_{\max}\),

\[
|\mathrm{Tr}(AD)|=\sin d\,\big|\langle u_+|A|u_+\rangle-\langle u_-|A|u_-\rangle\big|
\le(a_{\max}-a_{\min})\sin d. \tag{19}
\]

If \(d(0)+B\le\pi/2\), then \(\sin d\) may be replaced by \(\sin[d(0)+B]\).

## Worked example: a quenched Ising chain

Take a periodic chain of \(N=8\) spins with

\[
H=-J\sum_i\sigma^z_i\sigma^z_{i+1}-h\sum_i\sigma^x_i,\qquad h=J. \tag{20}
\]

Energies are in units of \(J\) and times in \(1/J\). The ansatz is a Jastrow state in the \(\sigma^z\) basis, \(s_i=\pm1\):

\[
\ln\psi(s)=\sum_{m=1}^{4}\theta_mC_m(s),\qquad C_m=\sum_{\rm pairs}s_is_{i+m}, \tag{21}
\]

where each pair at separation \(m\) is counted once. All 256 configurations are summed, so the dynamics has no sampling noise. The reference \(\phi(t)\) comes from diagonalizing (20) for this finite chain.

At a random parameter point, (10) gives \(r^2=13.878262-13.614041=0.264221\,J^2\). A least-squares fit of the tangent vectors to \(-i\eta\) gives the same value. So does the short-time separation of exact and projected motion, whose rate is \(0.514\,J=\sqrt{0.2642}\,J\). With real displacements alone, (12) gives \(7.467\,J^2\) at the same point: real velocities capture \((13.88-7.47)J^2=6.41\,J^2\) of the squared speed, which is \(6.41/13.61=47\%\) of what complex velocities capture at this point.

### The start of the quench

The initial state has \(\theta=0\) and is polarized along \(x\). It is an eigenstate of the field term, so \(\eta=-JC_1\hat\psi=-Jt_1\). Under the uniform distribution, products of different spin pairs are uncorrelated. Hence \(S_{11}=8\), \(S_{1m}=0\) for \(m\ne1\), \(F_1=-8J\), and

\[
\dot\theta_1=-i\,\frac{-8J}{8}=iJ,\qquad
r^2=8J^2-\frac{(8J)^2}{8}=0. \tag{22}
\]

For \(h=0\) this persists: \(\theta_1=iJt\) reproduces the exact Ising phases, and \(r=0\) at all times. With a field, flipping spin \(i\) contributes to the local energy

\[
-h\prod_{j\ne i}e^{-2\theta_{ij}s_is_j}
=-h\prod_{j\ne i}\big(\cosh2\theta_{ij}-s_is_j\sinh2\theta_{ij}\big), \tag{23}
\]

where \(\theta_{ij}\) is the parameter for the separation of \(i\) and \(j\). The product contains even numbers of spins. After summation over \(i\), translation symmetry turns the constant and two-spin terms into a constant and a combination of the \(C_m\), which the tangent space represents. The residual comes from the products of four or more spins.

### Bound and true distance

Here \(d(0)=0\). The integrated residual and the true distance, in radians, are:

| \(Jt\) | \(r/J\) | \(B\) | \(d\) |
|---|---|---|---|
| 0.2 | 0.0169 | 0.00058 | 0.00058 |
| 0.4 | 0.411 | 0.0303 | 0.0301 |
| 0.6 | 1.335 | 0.207 | 0.195 |
| 0.8 | 1.559 | 0.515 | 0.432 |

At \(Jt=0.8\), \(r^2=(7.950-5.520)J^2=2.430\,J^2\), so the tangent space captures \(5.520/7.950=69\%\) of the squared speed. Meanwhile the energy has varied by about \(10^{-9}J\) over the run, which illustrates that its conservation is no sign of a small residual.

The bound exceeds the distance by \(0.515/0.432-1=19\%\). It guarantees a fidelity of at least \(\cos^2(0.515)=0.757\); the actual fidelity is \(0.825\).

The magnetization per spin along \(x\) has eigenvalues between \(-1\) and \(1\). Its variational value is \(0.392\) and the exact one \(0.472\), an error of \(0.079\). Equation (19) permits \(2\sin(0.4322)=0.838\), and the integrated residual permits \(0.985\). The first limit is attained by the worst observable of the same spectral width, \(|u_+\rangle\langle u_+|-|u_-\rangle\langle u_-|\); the second is larger because \(B>d\). Both are loose for the magnetization.

### A regularized velocity

Replace \(S\) by \(S+\epsilon\) in the equation of motion, with \(\epsilon=0.8\). At \(t=0\) the velocity becomes \(\dot\theta_1=8iJ/(8+\epsilon)\), which differs from the optimal one by \(-iJ\epsilon/(8+\epsilon)\). Equation (9), with zero minimal residual, then gives

\[
r=\sqrt8\,\frac{\epsilon}{8+\epsilon}\,J=2.828\times\frac{0.8}{8.8}\,J=0.257\,J. \tag{24}
\]

Over a time \(0.1/J\) this predicts a distance near \(0.0257\). The computed distance is \(0.02574\), and the integral of the actual residual is \(0.02575\). The integral of the minimal residual along the same path is \(0.000005\), which is not a bound: it omits the excess term in (9).

## Estimating the residual from samples

Draw \(M\) independent configurations from \(p\), and let \(g_v=\sum_kv_kO_k+iE_{\rm loc}\). By (5) and (6), \(r^2(v)=\langle|\delta g_v|^2\rangle\). The sample variance about the sample mean \(\bar g_v\) is \(R_M(v)=M^{-1}\sum_j|g_v(x_j)-\bar g_v|^2\). For fixed \(v\), the variance of the sample mean is \(r^2(v)/M\), so the expectation of \(R_M(v)\) is \((1-1/M)\,r^2(v)\). If \(v\) is instead chosen to minimize \(R_M\) on the same sample,

\[
\mathbb E\Big[\min_vR_M(v)\Big]\le\min_v\mathbb E[R_M(v)]
=\left(1-\frac1M\right)r^2, \tag{25}
\]

because the minimum never exceeds \(R_M\) at any fixed \(v\). The in-sample residual is too small on average, and integrating its root does not give a certified bound.

At \(Jt=0.8\) the mean ratio of sampled to true \(r^2\) is \(0.476\pm0.008\) for \(M=50\) and \(0.909\pm0.008\) for \(M=500\), with one standard error quoted. The first lies far below the ceiling \(1-1/50=0.98\) of (25). Equation (25) is only an upper limit and does not fix the size of the deficit.

For a velocity already chosen, a fresh independent sample gives the unbiased estimate \(\frac{M}{M-1}R_M(v)\) of its actual \(r^2(v)\). Its square root is still low on average, since the mean of a square root cannot exceed the square root of the mean. A bound from sampled data therefore needs an allowance for statistical error, as well as for the finite time step, because (18) refers to the continuous path. The numerical output below gives the values used here to more digits.

## Numbers as computed

```
Spins 8, configurations 256, parameters 4
Coupling J = 1.0, field h = 1.0 (units of J)
Random test point:
  theta_1 = +0.0002 -0.0909 i
  theta_2 = +0.0597 -0.1983 i
  theta_3 = -0.0548 +0.0120 i
  theta_4 = -0.1781 +0.2680 i
  Var H = 13.878262 J^2
  F^dagger S^-1 F = 13.614041 J^2
  r^2 from formula = 0.264221 J^2
  r^2 from least squares = 0.264221 J^2
  r from formula = 0.514024 J
  separation rate, short time = 0.514024 J
  r^2, real displacements only = 7.466643 J^2
Quench: t (1/J), r (J), integral of r (rad), distance d (rad)
  0.2  0.016910  0.000580  0.000580
  0.4  0.410921  0.030303  0.030085
  0.6  1.335326  0.206684  0.195068
  0.8  1.558722  0.515066  0.432182
At t = 0.8/J:
  Var H = 7.949973 J^2
  F^dagger S^-1 F = 5.520359 J^2
  r^2 = 2.429614 J^2
  smallest eigenvalue of S = 0.3534
  fidelity |overlap|^2 = 0.824562
  fidelity guaranteed by bound = 0.757353
  m_x variational = 0.392187, exact = 0.471582
  m_x error = 0.079395
  m_x error limit from d = 0.837706
  m_x error limit from integral = 0.985184
Energy spread over the run = 1.3e-09 J
Diagonal shift 0.8 in S, t = 0.1/J:
  distance = 0.025744 rad
  integral of actual residual = 0.025750 rad
  integral of minimal residual = 0.000005 rad
Sampled r^2 / true r^2 at the final time:
  M = 50, 4000 repeats: 0.4762 +- 0.0081
  M = 500, 1000 repeats: 0.9094 +- 0.0082
```
